Does a voltage drop during switching prove static negative capacitance?

**Question**

I apply a voltage step through a series resistor to a ferroelectric capacitor poled in the opposite direction. The capacitor voltage rises, falls for a while, and then rises again. The current keeps its sign throughout, so the charge increases while the voltage decreases, and dV/dQ is negative. Have I measured the negative-capacitance branch of the ferroelectric's static energy? If not, what could produce the drop, and what would settle the matter?

**Answer**

No. If leakage is negligible, the drop shows that polarization switching consumed charge faster than the resistor supplied it. Static negative capacitance can cause that, but so can domains that start switching late and then speed up. The record alone does not tell you which happened.

**What the negative slope says**

Let V be the capacitor voltage, Vs the source voltage after the step, R the resistor, A the area and P the switching polarization. C is the positive dielectric capacitance. I assume metal plates, the same field everywhere in the film, no leakage and no built-in field. Then

Q = C V + A P + constant,
I = dQ/dt = (Vs − V)/R.

Differentiating the first line and solving for the voltage rate gives

C dV/dt = I − A dP/dt.

Dividing by C and by dQ/dt = I gives

dV/dQ = (1/C) [1 − A (dP/dt)/I].

With I > 0, the slope is negative when A dP/dt > I. This is charge conservation. No energy function for P has been used, so the sign of the slope cannot identify one.

**A delayed-switching model**

Suppose reversed nuclei are present from the start, randomly placed with N per unit area, and grow as discs through the full film thickness. The field is uniform, so all discs have the same radius r. A point is still unswitched if no nucleus lies within r of it. For random nuclei that probability is exp(−πNr²). With h = r√(πN), the switched fraction is

s = 1 − exp(−h²).

Overlapping discs are counted correctly, and the voltage may vary in time. Let the wall speed follow Merz's law, v₀ exp(−Va/V) for V > 0. Then

dh/dt = exp(−Va/V)/τ₀, with τ₀ = 1/[v₀√(πN)].

The polarization goes from −Ps to +Ps, so P = Ps(2s − 1). Counting charge from the start,

Q = C V + 2APs s,
ds/dt = 2h exp(−h²) exp(−Va/V)/τ₀.

The factor 2h is the delay: small discs have little perimeter, so switching starts slowly even when the voltage is already high.

**Does this model hide a static negative capacitance?**

For the static energy, count Q from the symmetric state, where P = 0 and V = 0. Neglecting wall energy,

F(Q, s) = [Q − APs(2s − 1)]²/(2C).

At frozen s, V = ∂F/∂Q = [Q − APs(2s − 1)]/C, so dV/dQ = 1/C > 0. If the domains relax fully, s minimizes F:

- For |Q| ≤ APs, some s makes the bracket zero. Then V = 0 and dV/dQ = 0.
- For Q > APs, s = 1 and V = (Q − APs)/C. For Q < −APs, s = 0 and V = (Q + APs)/C. Both slopes are 1/C.

The static slope is never negative. Any drop in this model is kinetic.

**A worked transient**

Take round model parameters: a 10 nm film of area 2500 µm², relative permittivity 30, Ps = 0.10 C/m², Vs = 3.0 V, R = 1000 Ω, Va = 10 V and τ₀ = 1 ns. These give C = 0.0664 nF and 2APs = 0.500 nC.

The voltage peaks at 1.970 V after 84 ns and reaches its valley, 1.721 V, after 235 ns. Meanwhile Q rises from 0.145 to 0.328 nC. At the valley s = 0.427, and the charge balance reads

0.0664 × 1.721 + 0.500 × 0.427 = 0.114 + 0.214 = 0.328 nC.

At the steepest part of the curve, the resistor supplies 1.086 mA and switching takes 1.384 mA. Hence

dV/dQ = (1 − 1.384/1.086)/0.0664 ≈ −4.1 V/nC,

an apparent capacitance of −0.24 nF. The straight line from peak to valley gives 0.183/(−0.249) ≈ −0.73 nF instead. Neither is a static property of this film.

**Why a delay is needed**

Suppose the film consists of independent sites with

dPᵢ/dt = fᵢ(V, Pᵢ) ≥ 0, ∂fᵢ/∂Pᵢ ≤ 0.

The second condition says that at fixed voltage no site speeds up as it switches. Let P be the sum of the Pᵢ and w = dV/dt. After the step Vs is constant, so differentiating C dV/dt = (Vs − V)/R − A Σfᵢ gives

C dw/dt = −w/R − A Σ[(∂fᵢ/∂V)w + (∂fᵢ/∂Pᵢ)fᵢ].

Moving the terms in w to the left,

C dw/dt + [1/R + A Σ∂fᵢ/∂V] w = −A Σ(∂fᵢ/∂Pᵢ)fᵢ ≥ 0.

Call the square bracket b(t). Multiplying by exp(∫b dt/C) turns the left side into C times the derivative of w exp(∫b dt/C), so that product cannot decrease. If nothing switches at V = 0, it starts at w(0) = Vs/(RC) > 0. Therefore w stays positive and the voltage never falls.

First-order switching, dsᵢ/dt = kᵢ(V)(1 − sᵢ), belongs to this class even with a spread of barriers. Numerical controls with one barrier and with three showed no fall above 1 µV. Within these assumptions, a drop is evidence that switching accelerates at fixed voltage.

Disc growth does accelerate at first. Where dV/dt = 0, the Merz rate k = exp(−Va/V)/τ₀ is momentarily constant, and

d²s/dt² = (2 − 4h²) exp(−h²) k²,
C d²V/dt² = −2APs d²s/dt².

A voltage maximum needs d²V/dt² ≤ 0, hence h ≤ 1/√2. A minimum needs h ≥ 1/√2. The transient above has h = 0.169 at the peak and 0.746 at the valley, on either side of 0.707.

**What the resistor does**

At the valley dV/dt = 0, so I = A dP/dt and

Vs − V = R A dP/dt.

For small R the capacitor charges quickly and V stays near Vs. To leading order, evaluate the Merz rate at Vs. The largest value of 2h exp(−h²) occurs at h = 1/√2 and equals √(2/e), so

greatest depth below Vs after charging ≈ R · 2APs · √(2/e) · exp(−Va/Vs)/τ₀.

It vanishes as R → 0: an ideal source holds the voltage fixed. For R = 1 Ω the formula gives 15.3 mV and the integrated circuit gives 15.0 mV. The difference is the next-order effect. A voltage lower by 0.015 V reduces the Merz rate by about Va × 0.015/Vs² = 1.7%, which matches the discrepancy relative to the formula.

The peak-to-valley capacitance is −1.94, −0.75, −0.73 and −0.94 nF for R = 10, 100, 1000 and 10000 Ω. It depends on the circuit, and not even monotonically.

**Could a real Landau transient be told apart by its shape?**

Not from one record of the following kind. Let p = P/Ps be uniform and obey the Landau–Khalatnikov equation

θ dp/dt = V − U(p), U(p) = (3√3/2) Vc (p³ − p).

Here Vc is the coercive voltage and θ a viscosity. This model can have static negative capacitance. In equilibrium V = U(p) and Q = C U(p) + APs p, so

dQ/dV = C + APs/U′(p).

For Vc = 1 V, U′(0) = −2.598 V, and at Q = 0 this is 0.0664 − 0.250/2.598 = −0.030 nF. As long as p stays uniform, this state is stable at held charge, because APs/C = 3.76 V exceeds 2.598 V. If p may vary across the film, it is unstable: one half can move towards +Ps and the other towards −Ps with no change in total charge, and, neglecting wall energy, the energy falls.

With θ = 150 V ns and R = 1000 Ω, the Landau voltage falls from 1.71 to 0.64 V. It stays positive after the start, and p keeps rising. The construction below needs V > 0, which depends on θ: for θ below about 70 V ns the Landau voltage at this R turns negative, and the delayed law below cannot copy such a record. Now define, along this record,

h = ∫V dt, g(h) = (dp/dt)/V.

(This h replaces the scaled radius used earlier.) Since V > 0, h increases steadily and labels each instant once. At the start p + 1 grows more slowly than V, so dp/dt ≈ V/θ and g(0) = 1/θ is finite. Consider the delayed law

dp/dt = g(h) V, dh/dt = V,
C dV/dt = (Vs − V)/R − APs g(h) V.

By the definition of g, the Landau record satisfies all three equations. Integrating them afresh reproduced its voltage to within 2 mV.

The law has a domain picture. A straight wall moves at speed μV, so its position is x = μh, across an electrode of width W(x). If each domain switches from −Pd to +Pd, the switching current is 2Pd W μV. Equating this to APs g V gives

W = APs g/(2Pd μ) ≥ 0.

Requiring the swept area to be A gives 2Pd = Ps(p_end + 1). Since p ends at 1.36, Pd = 1.18 Ps. The static energy has the domain form above with Pd in place of Ps, so it has no negative slope. The electrode shape is contrived, with a narrowing tail along which the swept area approaches A, but one such film is enough to defeat a claim of proof.

**What would settle it**

Changing R can test specific models. At 10000 Ω, the same Landau model reaches −0.75 V while its polarization is still rising. The delayed law fitted at 1000 Ω has its valley at +0.07 V. It cannot cross zero: at V = 0 its switching stops and C dV/dt = Vs/R > 0. A negative voltage during continued switching would therefore rule out this class of delayed laws. It would not by itself prove the Landau model, because a built-in field could also drive switching at V ≤ 0.

The static question needs static data: hold the charge at several values, let the film relax, and see whether the equilibrium voltage falls as charge increases. With Q counted from the symmetric state, the uniform Landau model gives +0.97 V at −0.1 nC and −0.97 V at +0.1 nC, while the relaxed domain model gives zero at both. The negative-slope branch itself spans only |Q| < 0.078 nC; at ±0.1 nC the local slope is already positive, so tracing the branch needs points inside that range. A falling equilibrium voltage would therefore show a negative static slope of the film as a whole. It would not by itself prove the uniform Landau branch, because the wall energy neglected above can also produce such a slope. Take a disc domain of radius r in a film of thickness d, with wall energy σ per unit wall area. Balancing the electrical work 2Ps V · 2πr dr against the added wall energy 2πσd dr gives V = σd/(2Ps r), which falls as the disc grows. At held charge this state is stable only for a single disc: of two equal discs, one grows at the expense of the other. The voltage is also small. For σ = 0.2 J/m² and one disc at −0.1 nC it is about 0.65 mV, against 0.97 V for the uniform Landau model, so the size of the voltage matters as well as its slope. A flat equilibrium voltage would not exclude a Landau energy, because a film with that energy can also split into domains and relax to V = 0. Waiting is essential. In the Merz model the walls slow drastically as V approaches zero, so a voltage read too early is still a kinetic one. With the parameters above, the Merz time τ₀ exp(Va/V) at 0.2 V is exp(50) ns, more than 100,000 years. Full relaxation is then out of reach. If the unswitched film is charged suddenly and the charge is held, about 0.37 V remains after 1 s, 0.28 V after 1 h and 0.22 V after a year. This kinetic remainder even falls with charge between −0.2 and 0 nC, by about 5 mV after 1 h, so a remaining voltage or a weak negative slope says little about the static energy. Leakage must also be small, or the charge is not really held.

Your transient is compatible with static negative capacitance, but it does not establish it. The numerical output below lists the values for both models.

Computed values

```
Film thickness 10 nm, area 2500 um^2
Relative permittivity 30, Ps 0.10 C/m^2
Dielectric capacitance C = 0.06641 nF
Full switching charge 2 A Ps = 0.500 nC
Source 3.0 V, R 1000 ohm, RC 66.41 ns
Merz barrier 10.0 V, prefactor time 1.0 ns
Disc coverage h=0.5: sampled 0.225, formula 0.221
Disc coverage h=1.0: sampled 0.639, formula 0.632
Peak: t 84.1 ns, V 1.9699 V, Q 0.1450 nC
Peak: h 0.169, switched fraction 0.028
Valley: t 235.2 ns, V 1.7206 V, Q 0.3278 nC
Valley: h 0.746, switched fraction 0.427
Voltage drop 0.2493 V while charge rises 0.1828 nC
Steepest fall: t 102.5 ns, V 1.9140 V
There: supply current 1.086 mA, switching current 1.384 mA
There: dV/dQ -4.136 V/nC, apparent C -0.2418 nF
Acceleration ends at h 0.7071, fraction 0.3935
First-order, one barrier: voltage fall below 1e-6 V: True
First-order, barriers 6, 10, 14 V: voltage fall below 1e-6 V: True
R 10 ohm: peak 2.9684 V, valley 2.8687 V, apparent C -1.940 nF
R 100 ohm: peak 2.6174 V, valley 2.3710 V, apparent C -0.753 nF
R 1000 ohm: peak 1.9699 V, valley 1.7206 V, apparent C -0.733 nF
R 10000 ohm: peak 1.4747 V, valley 1.2788 V, apparent C -0.942 nF
R 1 ohm: depth 15.04 mV, small-R formula 15.30 mV
Held Q -0.1 nC: domain static V 0.000 V, Landau static V 0.970 V
Held Q 0.1 nC: domain static V 0.000 V, Landau static V -0.970 V
Landau static C at Q=0: energy -0.02985 nF, formula -0.02982 nF
Landau coercive voltage 1.0 V, viscosity 150 V ns
Landau at 1000 ohm: peak 1.7134 V, valley 0.6376 V
Landau final P/Ps 1.3598
Delayed copy: mismatch below 2 mV: True
At 10000 ohm: Landau valley -0.7488 V, delayed valley 0.0724 V
```
